\section*{Energy loss of an ion flying parallel to a Drude metal, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from surface charge to the loss formula}

\subsection{The decision that hangs on the result}

A simulation of fast ions grazing a metal surface needs the energy loss per length at every height the ion passes through. Someone has to decide whether the code may call one closed function of height and speed, or must integrate over the loss spectrum of the metal, and at what height the first choice stops being safe. The closed function is
\begin{equation}
S=\left(\frac{Z_1e\,\omega_s}{v}\right)^2K_0\!\left(\frac{2\omega_s z}{v}\right),
\qquad \omega_s=\frac{\omega_p}{\sqrt2}.
\label{main}
\end{equation}
It holds for a metal whose damping is vanishingly small. At finite damping it fails far from the surface, where it falls exponentially while the loss falls as a power of the height. This half derives \eqref{main}. The second half finds where it fails and puts numbers to it.

\subsection{Setting and conventions}

Gaussian units are used, and $e>0$. The metal fills the half-space $\zeta<0$, and $\zeta>0$ is vacuum. A point charge $Z_1e$ moves along $x$ at constant speed $v$ and fixed height $\zeta=z>0$, so that its position at time $t$ is $(vt,0,z)$. The letter $z$ denotes the height of the ion and $\zeta$ the vertical coordinate of a general point. The loss $S$ is positive when the ion slows down. Since the kinetic energy changes by $F_x\,dx$ over a length $dx$,
\begin{equation}
S=-F_x .
\end{equation}

Four assumptions enter at once. The speed is small compared with that of light, so the fields are electrostatic at each instant. The metal responds linearly. The response is local: the current at a point depends on the field at that point. The surface is a sharp plane that electrons do not cross.

The Drude law for the current density $\mathbf j$ is
\begin{equation}
\frac{\partial\mathbf j}{\partial t}+\gamma\,\mathbf j=\frac{\omega_p^2}{4\pi}\,\mathbf E ,
\label{drude}
\end{equation}
where $\omega_p^2=4\pi ne^2/m$ for electron density $n$. This is Newton's law for electrons with a friction rate $\gamma$. For fields varying as $e^{-i\omega t}$ it gives $\mathbf j=\omega_p^2\mathbf E/[4\pi(\gamma-i\omega)]$. The dielectric function is one plus $4\pi i/\omega$ times the ratio of current to field, hence
\begin{equation}
\varepsilon(\omega)=1+\frac{i\,\omega_p^2}{\omega(\gamma-i\omega)}
=1-\frac{\omega_p^2}{\omega(\omega+i\gamma)} .
\label{eps}
\end{equation}
The last step multiplies numerator and denominator by $i$.

\subsection{The surface is a sheet of independent oscillators}

Take the divergence of \eqref{drude}. With $\nabla\cdot\mathbf E=4\pi\rho$ and $\nabla\cdot\mathbf j=-\partial\rho/\partial t$, the charge density inside the metal obeys
\begin{equation}
\frac{\partial^2\rho}{\partial t^2}+\gamma\frac{\partial\rho}{\partial t}+\omega_p^2\rho=0 .
\end{equation}
The ion does not appear in this equation, because it is outside the metal. A neutral interior therefore stays neutral, and the induced charge sits on the surface with some density $\sigma(x,y,t)$.

This surface charge grows at the rate at which current arrives from below:
\begin{equation}
\frac{\partial\sigma}{\partial t}=j_\zeta(0^-).
\label{arrive}
\end{equation}
The normal field that drives this current has two parts. One is the field $E_{\rm ext}$ of the ion, meaning its $\zeta$ component on the plane. The other comes from the surface charge itself. Charge elsewhere on the plane produces a field at the chosen point that lies in the plane, so the normal part comes from the local patch alone. A patch of density $\sigma$ gives $+2\pi\sigma$ just above and $-2\pi\sigma$ just below. Thus
\begin{equation}
E_\zeta(0^-)=E_{\rm ext}-2\pi\sigma .
\end{equation}
Differentiate \eqref{arrive} in time and use \eqref{drude}:
\begin{equation}
\frac{\partial^2\sigma}{\partial t^2}
=\frac{\omega_p^2}{4\pi}\left(E_{\rm ext}-2\pi\sigma\right)-\gamma\frac{\partial\sigma}{\partial t}.
\end{equation}
The factor in front of $\sigma$ is $\omega_p^2/2=\omega_s^2$, and $\omega_p^2/4\pi=\omega_s^2/2\pi$. Therefore
\begin{equation}
\frac{\partial^2\sigma}{\partial t^2}+\gamma\frac{\partial\sigma}{\partial t}+\omega_s^2\sigma
=\frac{\omega_s^2}{2\pi}E_{\rm ext}(x,y,t).
\label{osc}
\end{equation}

No derivative with respect to $x$ or $y$ appears. In this model each point of the surface is an oscillator of frequency $\omega_s$ that takes no notice of its neighbours, and the passing ion gives each of them a push.

A route through potentials leads to the same response. Let an outside source produce the potential $e^{Q\zeta}$ near the surface, times a plane wave of wave number $Q$ along it. The metal adds $-g\,e^{-Q\zeta}$ above, and the potential inside is $\tau_Q e^{Q\zeta}$. Continuity of the potential gives $1-g=\tau_Q$. Continuity of the normal displacement gives $1+g=\varepsilon\tau_Q$. Eliminating $\tau_Q$ and inserting \eqref{eps},
\begin{equation}
g(\omega)=\frac{\varepsilon-1}{\varepsilon+1}
=\frac{-\omega_p^2}{2\omega(\omega+i\gamma)-\omega_p^2}
=\frac{\omega_s^2}{\omega_s^2-\omega^2-i\gamma\omega}.
\label{g}
\end{equation}
Equation \eqref{osc} at frequency $\omega$ gives $\sigma=g(\omega)E_{\rm ext}/2\pi$, with the same factor.

\subsection{The ion sees the images of its own past}

Equation \eqref{osc} is solved by adding the responses to all earlier pushes. A unit kick at time zero starts the motion
\begin{equation}
G(\tau)=\frac{\sin\Omega\tau}{\Omega}\,e^{-\gamma\tau/2},
\qquad \Omega^2=\omega_s^2-\frac{\gamma^2}{4},
\end{equation}
which satisfies the undriven equation with $G(0)=0$ and $G'(0)=1$. It is assumed that $\gamma<2\omega_s$. Hence
\begin{equation}
\sigma(x,y,t)=\int_0^\infty h(\tau)\,\frac{E_{\rm ext}(x,y,t-\tau)}{2\pi}\,d\tau,
\qquad h(\tau)=\frac{\omega_s^2}{\Omega}\sin(\Omega\tau)\,e^{-\gamma\tau/2}.
\label{history}
\end{equation}
The weight $h$ has unit area, since $\int_0^\infty\sin(\Omega\tau)e^{-\gamma\tau/2}d\tau=\Omega/(\Omega^2+\gamma^2/4)=\Omega/\omega_s^2$. A static ion thus produces $\sigma=E_{\rm ext}/2\pi$.

The pattern $E_{\rm ext}/2\pi$ has a simple meaning. For an ion held at height $z$, let $r$ be the distance from the ion to a point on the plane. The field of a positive charge points downward there, so
\begin{equation}
\frac{E_{\rm ext}}{2\pi}=-\frac{Z_1e\,z}{2\pi r^3}.
\end{equation}
Just above the plane this sheet produces the normal field $2\pi\sigma=-Z_1e\,z/r^3$. A mirror charge $-Z_1e$ at depth $z$ below the plane produces the same normal field, because the plane is the same distance $r$ away and lies above the mirror charge. Both potentials obey Laplace's equation for $\zeta>0$ and vanish at infinity. With equal normal derivatives on the plane, they are equal throughout the vacuum.

Equation \eqref{history} therefore says that the induced field in the vacuum is that of a whole row of mirror charges, one for each past position of the ion, each weighted by $h(\tau)$:
\begin{equation}
\phi(x,y,\zeta,t)=-Z_1e\int_0^\infty
\frac{h(\tau)\,d\tau}{\sqrt{[x-v(t-\tau)]^2+y^2+(\zeta+z)^2}} .
\label{phi}
\end{equation}

\subsection{The force on the ion}

The force is $\mathbf F=-Z_1e\nabla\phi$, where the gradient acts on the field point $(x,y,\zeta)$ and the ion's position is inserted afterwards. At the ion $x=vt$, $y=0$ and $\zeta=z$, so the horizontal distance to an image of age $\tau$ is $v\tau$ and the vertical distance is $2z$. Differentiating \eqref{phi} with respect to $x$ turns $-Z_1e$ into $+Z_1e$ and gives
\begin{equation}
\frac{\partial\phi}{\partial x}=Z_1e\int_0^\infty h(\tau)\,
\frac{v\tau}{[(v\tau)^2+4z^2]^{3/2}}\,d\tau .
\end{equation}
With $S=-F_x=Z_1e\,\partial\phi/\partial x$,
\begin{equation}
S=Z_1^2e^2\int_0^\infty h(\tau)\,
\frac{v\tau}{[(v\tau)^2+4z^2]^{3/2}}\,d\tau .
\label{Stime}
\end{equation}
The derivative with respect to $\zeta$ gives in the same way an attraction towards the metal,
\begin{equation}
A=Z_1^2e^2\int_0^\infty h(\tau)\,
\frac{2z}{[(v\tau)^2+4z^2]^{3/2}}\,d\tau .
\label{pull}
\end{equation}
For $v\to0$ the unit area of $h$ gives $A=Z_1^2e^2/4z^2$, the static image force.

The drag in \eqref{Stime} comes from delay. If the surface answered at once, $h$ would be concentrated at $\tau=0$, the image would sit straight below the ion, and there would be no horizontal force.

\subsection{The limit of vanishing damping}

As $\gamma\to0$ the weight becomes $h(\tau)=\omega_s\sin\omega_s\tau$. The limit may be taken inside \eqref{Stime}: $h$ stays bounded, and the factor multiplying it falls as $\tau^{-2}$, so the integral converges uniformly in $\gamma$. The geometric factor is a derivative,
\begin{equation}
\frac{v\tau}{[(v\tau)^2+4z^2]^{3/2}}
=-\frac1v\,\frac{d}{d\tau}\frac{1}{\sqrt{(v\tau)^2+4z^2}} .
\end{equation}
Integrate by parts. The boundary term vanishes at $\tau=0$ because of the sine and at infinity because of the root. The derivative of the sine supplies a second factor $\omega_s$:
\begin{equation}
S=\frac{Z_1^2e^2\omega_s^2}{v}\int_0^\infty
\frac{\cos\omega_s\tau}{\sqrt{(v\tau)^2+4z^2}}\,d\tau .
\end{equation}
Put $v\tau=2z\sinh t$. Then $d\tau=(2z/v)\cosh t\,dt$ and the root is $2z\cosh t$, so that
\begin{equation}
S=\left(\frac{Z_1e\,\omega_s}{v}\right)^2\int_0^\infty\cos(u\sinh t)\,dt,
\qquad u=\frac{2\omega_sz}{v}.
\label{almost}
\end{equation}

The remaining integral is the modified Bessel function $K_0$, defined for $u>0$ by
\begin{equation}
K_0(u)=\int_0^\infty e^{-u\cosh t}\,dt .
\label{K0}
\end{equation}
To see this, write the integral in \eqref{almost} as $\frac12\int_{-\infty}^{\infty}e^{iu\sinh t}dt$ and move the path up by $i\pi/2$. On the new path $\sinh(t+i\pi/2)=i\cosh t$, so the integrand is $e^{-u\cosh t}$. At height $\theta$ in between, its modulus is $e^{-u\cosh t\sin\theta}$. Since $\sin\theta\ge2\theta/\pi$, the vertical end piece at $|t|=T$ contributes at most $\pi/(2u\cosh T)$, which tends to zero. There are no singularities in the strip. The integral equals $\frac12\int_{-\infty}^{\infty}e^{-u\cosh t}dt=K_0(u)$, and \eqref{main} is proved.

As a test that uses neither images nor Bessel functions, the oscillators \eqref{osc} were stepped in time under a passing ion with $\omega_sz/v=0.7$ and $\gamma=0$, and the Coulomb force of the surface charge on the ion was summed directly. In units of $(Z_1e\omega_s/v)^2$ the loss came out as 0.243655; $K_0(1.4)$ is 0.243655.

\subsection{What the formula says}

The argument $u$ compares the time $2z/v$ of the passage with the period of the surface oscillators. For $u\gg1$ the ion passes slowly on their scale. The integrand of \eqref{K0} is then concentrated near $t=0$, where $\cosh t\approx1+t^2/2$, and
\begin{equation}
K_0(u)\approx\sqrt{\frac{\pi}{2u}}\;e^{-u}.
\end{equation}
The oscillators follow the slow push and return to rest, keeping exponentially little energy. For $u\ll1$ the integrand is close to one until $\cosh t$ reaches about $1/u$, so $K_0$ grows like $\ln(1/u)$. The loss diverges logarithmically as the ion touches the plane. That divergence belongs to the classical treatment, which lets the electrons take energy from field patterns of any fineness. The pressure term added in the second half does not remove it for an ion faster than the pressure wave; the cut comes from the quantum recoil of the electrons, at wave numbers of order $2mv/\hbar$.

At fixed height there is a speed of greatest loss. Since $\omega_s/v=u/2z$,
\begin{equation}
S=\frac{Z_1^2e^2}{4z^2}\,u^2K_0(u).
\end{equation}
With $K_1=-dK_0/du$, setting the derivative to zero gives
\begin{equation}
2K_0(u)=u\,K_1(u),\qquad u=1.553 .
\label{best}
\end{equation}
The function $u^2K_0$ is positive and vanishes at both ends of the range, so a maximum exists. There is one root. Integrating $\int\sinh^2t\,e^{-u\cosh t}dt$ by parts gives $K_0''+K_0'/u=K_0$, that is $(uK_1)'=-uK_0$. Hence $(uK_1/K_0)'=u(K_1^2-K_0^2)/K_0^2$. This is positive because $K_1=\int_0^\infty\cosh t\,e^{-u\cosh t}dt>K_0$.

\section{Second half: where the energy goes, damping, and numbers}

\subsection{Symbols and results taken over}

An ion of charge $Z_1e$ flies at speed $v$ and height $z$ above a metal filling $\zeta<0$, with plasma frequency $\omega_p$, damping rate $\gamma$ and $\omega_s=\omega_p/\sqrt2$. The surface charge $\sigma$ at each point is an oscillator of frequency $\omega_s$, driven by the normal field $E_{\rm ext}$ of the ion, equation \eqref{osc}. Its response at frequency $\omega$ is $g(\omega)$ of \eqref{g}, and its response in time is $h(\tau)$ of \eqref{history}. The loss per length is the time integral \eqref{Stime}. Without damping it equals $(Z_1e\omega_s/v)^2K_0(2\omega_sz/v)$. The derivation also showed, for any frequency $\omega>0$, that
\begin{equation}
\int_0^\infty\frac{v\tau\,\sin\omega\tau}{[(v\tau)^2+4z^2]^{3/2}}\,d\tau
=\frac{\omega}{v^2}K_0\!\left(\frac{2\omega z}{v}\right).
\label{inner}
\end{equation}

This part has derived the loss as a time integral over the delayed response of the surface charge, and has shown that for vanishing damping it reduces to the closed function \eqref{main}. It remains to trace where the lost energy goes, to find where damping makes the closed function fail, and to put numbers to the loss and to the neglected effects for a proton above an aluminium-like metal.
